\section*{The RPA screened interaction as an exact sum over Casida modes, part 1}

(Sections cited here and not found follow in the second part.)

\section{The difficulty}

The $GW$ self-energy is a frequency convolution of the Green function with the screened interaction $W$, and it can be done in closed form, term by term, once the poles and residues of $W$ are known. The defining formula $W=\varepsilon^{-1}v$, $\varepsilon=1-v\chi_0$, does not display them. It yields $W$ at one frequency per matrix inversion. On the real axis $\chi_0$, and with it $\varepsilon$, diverges at every orbital-energy difference $\Delta_{ia}$, while $W$, accidental coincidences aside, diverges at other frequencies, found among the zeros of $\det\varepsilon$, which are not known in advance. Expanding the inverse does not help: every term of $v+v\chi_0v+v\chi_0v\chi_0v+\dots$ beyond the first has its poles at the $\Delta_{ia}$. In the two-transition model worked out below the expansion is infinite at $0.5$ Ha, where the true $W$ is zero.

The alternative is to diagonalize the direct random-phase approximation (RPA) eigenproblem once and to write $W$ as a sum over its modes. Unless this sum is known to be identical to $\varepsilon^{-1}v$, a disagreement between the two cannot be interpreted: it may be physics, or a lost $\sqrt2$, or $X$ used in place of $X+Y$, or a different treatment of the infinitesimal $\eta$. The two are in fact the same rational function of the frequency, under conditions that can be stated exactly.

\section{Conventions and statement}

Hartree atomic units are used. The reference is a closed-shell mean field (Hartree--Fock or Kohn--Sham) with real spatial orbitals $\phi_p$ and energies $\epsilon_p$ in a finite basis. Indices $i,j$ label doubly occupied orbitals, $a,b$ empty ones, and $p,q,r,s$ any. There are $N$ occupied--empty pairs, and every gap $\Delta_{ia}=\epsilon_a-\epsilon_i$ is assumed strictly positive. With $\rho_{pq}(\mathbf r)=\phi_p(\mathbf r)\phi_q(\mathbf r)$ and $v(\mathbf r,\mathbf r')=1/|\mathbf r-\mathbf r'|$,
\begin{equation}
(pq|rs)=\iint \rho_{pq}(\mathbf r)\,v(\mathbf r,\mathbf r')\,\rho_{rs}(\mathbf r')\,d^3r\,d^3r',
\qquad K_{ia,jb}=(ia|jb).
\end{equation}
The symbol $\Delta$ without indices is the diagonal $N\times N$ matrix of the gaps, and $z$ is a complex frequency. Define the Casida matrix, its orthonormal eigenvectors $Z$ and the amplitudes $X+Y$ by
\begin{equation}
C=\Delta^2+4\Delta^{1/2}K\Delta^{1/2},\qquad CZ=Z\Omega^2,\qquad X+Y=\Delta^{1/2}Z\,\Omega^{-1/2},
\label{eq:casida0}
\end{equation}
where $\Omega$ is the diagonal matrix of the positive roots $\Omega_m$. The statement is that the matrix elements of $W=\varepsilon^{-1}v$ are
\begin{equation}
W_{pq,rs}(z)=(pq|rs)+\sum_{m=1}^{N} w^m_{pq}w^m_{rs}\,\frac{2\Omega_m}{z^2-\Omega_m^2},
\qquad w^m_{pq}=\sqrt2\sum_{ia}(pq|ia)(X+Y)_{ia,m}.
\label{eq:result}
\end{equation}
``At every frequency'' needs three qualifications. At $z=\pm\Omega_m$ both sides are infinite for those elements whose product $w^m_{pq}w^m_{rs}$, summed over a degenerate level, is not zero. At $z=\pm\Delta_{ia}$ the dielectric matrix does not exist, and $\varepsilon^{-1}v$ means its limit. And the identity holds between functions of one complex variable $z$, which covers real, imaginary and retarded ($z=\omega+i\eta$) frequencies exactly, but covers the time-ordered prescription only as $\eta\to0$.

\section{The independent-particle response}

Let each electron feel the mean-field Hamiltonian plus the real perturbation $V(\mathbf r)e^{-izt}+V^*(\mathbf r)e^{iz^*t}$, with $z=\omega+i\eta$ and $\eta>0$, so that the perturbation vanishes as $t\to-\infty$. Write an occupied orbital as
\begin{equation}
\psi_i(t)=e^{-i\epsilon_it}\Big[\phi_i+\sum_a c_{ia}(t)\phi_a+\sum_j d_{ij}(t)\phi_j\Big].
\end{equation}
The first-order density change is twice (two spins) the sum over $i$ of $\phi_i$ times the bracket's correction plus its complex conjugate. The occupied--occupied part is $2\sum_{ij}\rho_{ij}(d_{ij}+d^*_{ij})$. Since $\rho_{ij}=\rho_{ji}$, the labels in the second term may be exchanged, which gives $2\sum_{ij}\rho_{ij}(d_{ij}+d^*_{ji})$, and this vanishes because orthonormality $\langle\psi_j|\psi_i\rangle=\delta_{ij}$ requires $d_{ij}+d_{ji}^*=0$ at first order. Only the $c_{ia}$ matter:
\begin{equation}
\delta\rho(\mathbf r,t)=2\sum_{ia}\rho_{ia}(\mathbf r)\,[c_{ia}(t)+c_{ia}^*(t)].
\end{equation}
Projecting the time-dependent Schr\"odinger equation on $\phi_a$ and keeping first order gives, with $V_{ia}=\int\rho_{ia}V\,d^3r$,
\begin{equation}
i\dot c_{ia}=\Delta_{ia}c_{ia}+V_{ia}e^{-izt}+V^*_{ia}e^{iz^*t}.
\end{equation}
The operator $i\,d/dt$ multiplies $e^{-izt}$ by $z$ and $e^{iz^*t}$ by $-z^*$, so the solution that vanishes in the past is
\begin{equation}
c_{ia}=\frac{V_{ia}}{z-\Delta_{ia}}e^{-izt}-\frac{V^*_{ia}}{z^*+\Delta_{ia}}e^{iz^*t}.
\end{equation}
The $e^{-izt}$ component of $c+c^*$ receives the first term from $c$ and the conjugate of the second term from $c^*$. Naming these $x$ and $y$,
\begin{equation}
x_{ia}=\frac{V_{ia}}{z-\Delta_{ia}},\qquad y_{ia}=-\frac{V_{ia}}{z+\Delta_{ia}},\qquad
\delta\rho(\mathbf r)=2\sum_{ia}\rho_{ia}(\mathbf r)(x_{ia}+y_{ia}).
\label{eq:xy}
\end{equation}
Over a common denominator $1/(z-\Delta_{ia})-1/(z+\Delta_{ia})=2\Delta_{ia}/(z^2-\Delta_{ia}^2)$, and $\delta\rho=\chi_0V$ defines the polarizability
\begin{equation}
\chi_0(\mathbf r,\mathbf r';z)=\sum_{ia}\rho_{ia}(\mathbf r)\,\pi_{ia}(z)\,\rho_{ia}(\mathbf r'),
\qquad \pi_{ia}(z)=\frac{4\Delta_{ia}}{z^2-\Delta_{ia}^2}.
\label{eq:chi0}
\end{equation}
The factor 4 is 2 for spin times 2 for the resonant and antiresonant terms. At $z=0$, $\pi_{ia}=-4/\Delta_{ia}<0$: for a real static potential $\int V\,\delta\rho\,d^3r\le0$, so on balance density moves to where the potential is lower, though not necessarily at every point. Equation~(\ref{eq:chi0}) was derived for $\mathrm{Im}\,z>0$; being rational, it defines $\chi_0$ for all $z\ne\pm\Delta_{ia}$. The diagonal matrix of the $\pi_{ia}$ is called $\pi$.

\section{Hartree feedback: $\varepsilon$, $W$ and the RPA equations}

In the direct RPA the electrons respond as in Eq.~(\ref{eq:chi0}) to the total potential, made of the external one and the Hartree potential of the induced density, with no exchange or correlation feedback:
\begin{equation}
V=V^{\rm ext}+v\,\delta\rho=V^{\rm ext}+v\chi_0V .
\label{eq:feedback}
\end{equation}
Products denote integration over the shared coordinate. Thus $\varepsilon V=V^{\rm ext}$ with $\varepsilon=1-v\chi_0$. The screened interaction is the total potential set up by an external test charge: for the charge density $\rho_{rs}$ one has $V^{\rm ext}=v\rho_{rs}$, $V=\varepsilon^{-1}v\rho_{rs}=W\rho_{rs}$, and $W_{pq,rs}=\int\rho_{pq}V\,d^3r$. Equivalently $W=v+v\chi_0W$.

The same condition can be written for the amplitudes. Multiplying Eq.~(\ref{eq:feedback}) by $\rho_{ia}$ and integrating, with $\delta\rho$ from Eq.~(\ref{eq:xy}), gives $V_{ia}=b_{ia}+2\sum_{jb}K_{ia,jb}(x+y)_{jb}$, where $b_{ia}=V^{\rm ext}_{ia}$. Equation~(\ref{eq:xy}) says $(z-\Delta)x=V$ and $-(z+\Delta)y=V$ for the vectors in pair space. Inserting $V$ and moving $\Delta$ to the right,
\begin{align}
zx&=(\Delta+2K)x+2Ky+b=Ax+By+b,\label{eq:drive1}\\
-zy&=2Kx+(\Delta+2K)y+b=Bx+Ay+b,\label{eq:drive2}
\end{align}
with $A=\Delta+2K$ and $B=2K$. A self-sustained oscillation has $b=0$. Its frequency and amplitudes obey the direct RPA eigenproblem
\begin{equation}
\begin{pmatrix}A&B\\B&A\end{pmatrix}\begin{pmatrix}X_m\\Y_m\end{pmatrix}
=\Omega_m\begin{pmatrix}1&0\\0&-1\end{pmatrix}\begin{pmatrix}X_m\\Y_m\end{pmatrix},
\label{eq:rpa}
\end{equation}
of dimension $2N$. Exchanging the two rows shows that if $(X_m,Y_m)$ belongs to $\Omega_m$, then $(Y_m,X_m)$ belongs to $-\Omega_m$.

\section{Spin}

The factor 2 in $2K$ presumes that both spins respond alike. In spin orbitals the amplitudes are $x_{ia\sigma}$, the density is $\sum_{ia\sigma}\rho_{ia}(x+y)_{ia\sigma}$, and the Hartree potential acts equally on both spins, so that $A_{ia\sigma,jb\tau}=\Delta_{ia}\delta_{ij}\delta_{ab}\delta_{\sigma\tau}+K_{ia,jb}$ and $B_{ia\sigma,jb\tau}=K_{ia,jb}$. In spin space the coupling is $K$ times the $2\times2$ matrix whose four entries are 1. That matrix has the eigenvector $(1,1)/\sqrt2$ with eigenvalue 2 and $(1,-1)/\sqrt2$ with eigenvalue 0. The singlet block therefore has $A=\Delta+2K$, $B=2K$, as above. The triplet block has $A=\Delta$, $B=0$, hence $\Omega=\Delta_{ia}$, and its density is zero because the two spins cancel. Spin-flip excitations carry no charge density either. None of these enter $W$.

A singlet mode with amplitudes $X_m,Y_m$ has the spin components $X_m/\sqrt2$, $Y_m/\sqrt2$ on each spin, so its transition density is
\begin{equation}
\rho^m=\sum_{ia}\rho_{ia}\,2\cdot\frac{(X+Y)_{ia,m}}{\sqrt2}=\sqrt2\sum_{ia}\rho_{ia}(X+Y)_{ia,m}.
\end{equation}
This is the origin of the $\sqrt2$ in Eq.~(\ref{eq:result}): $w^m_{pq}=(pq|\rho^m)$. In a spin-orbital code the $\sqrt2$ is absent and the sum runs over spin as well. A prefactor taken from the wrong convention, with everything else correct, doubles or halves $W-v$; a kernel taken from the wrong convention ($K$ in place of $2K$ in $A$ and $B$) also shifts the poles.

\section{Reduction to the Casida eigenproblem}

Let $T_m=X_m+Y_m$ and $U_m=X_m-Y_m$. The rows of Eq.~(\ref{eq:rpa}) are $AX_m+BY_m=\Omega_mX_m$ and $BX_m+AY_m=-\Omega_mY_m$. Their sum and their difference are
\begin{equation}
(A+B)T_m=\Omega_mU_m,\qquad (A-B)U_m=\Omega_mT_m .
\label{eq:sumdiff}
\end{equation}
For the direct kernel with real orbitals the Coulomb terms cancel in the difference, $A-B=\Delta$, while $A+B=\Delta+4K$. Because $\Delta$ is diagonal and positive, the second equation is solved at once, $U_m=\Omega_m\Delta^{-1}T_m$, and the first becomes
\begin{equation}
(\Delta+4K)T_m=\Omega_m^2\Delta^{-1}T_m .
\label{eq:half}
\end{equation}
Setting $T_m=\Delta^{1/2}t_m$ and multiplying from the left by $\Delta^{1/2}$ makes the problem symmetric:
\begin{equation}
\big(\Delta^2+4\Delta^{1/2}K\Delta^{1/2}\big)t_m=\Omega_m^2t_m ,
\end{equation}
which is $Ct_m=\Omega_m^2t_m$, of dimension $N$.

\subsection*{The frequencies are real}
$C$ is real and symmetric, so it has $N$ real eigenvalues and an orthogonal eigenvector matrix, $Z^TZ=ZZ^T=1$. For a real vector $u$ let $n=\sum u_{ia}\rho_{ia}$, with Fourier transform $\tilde n(\mathbf k)$. Then
\begin{equation}
u^TKu=\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}|\tilde n(\mathbf k)|^2\ge0,
\label{eq:positive}
\end{equation}
with equality only for $n=0$. Hence for a unit vector $t$, $t^TCt\ge t^T\Delta^2t\ge\Delta_{\min}^2>0$. All $\Omega_m^2$ are positive, and the lowest $\Omega_m$ is not below the smallest gap. The direct RPA on a gapped reference has no instability.

\subsection*{Normalization}
Each $t_m$ is a multiple of the column $Z_m$. The choice $t_m=Z_m\Omega_m^{-1/2}$ gives, for the matrices of all columns,
\begin{equation}
T=X+Y=\Delta^{1/2}Z\Omega^{-1/2},\qquad U=X-Y=\Delta^{-1}T\Omega=\Delta^{-1/2}Z\Omega^{1/2}.
\label{eq:TU}
\end{equation}
Then $U^TT=\Omega^{1/2}Z^T\Delta^{-1/2}\Delta^{1/2}Z\Omega^{-1/2}=1$. Expanding the left side, $(X-Y)^T(X+Y)=(X^TX-Y^TY)+(X^TY-Y^TX)$. The first bracket is symmetric and the second antisymmetric, and the unit matrix is symmetric, so
\begin{equation}
X^TX-Y^TY=1,\qquad X^TY-Y^TX=0,
\end{equation}
the usual RPA normalization. Conversely, $X=(T+U)/2$ and $Y=(T-U)/2$ built from Eq.~(\ref{eq:TU}) satisfy Eq.~(\ref{eq:sumdiff}), because $\Delta U=\Delta^{1/2}Z\Omega^{1/2}=T\Omega$ and $(\Delta+4K)T=\Delta^{-1/2}CZ\Omega^{-1/2}=\Delta^{-1/2}Z\Omega^{3/2}=U\Omega$. No solution of Eq.~(\ref{eq:rpa}) is lost: any solution has $T_m\neq0$ (since $T_m=0$ forces $U_m=0$ through $\Delta U_m=\Omega_mT_m$), so its $\Omega_m^2$ is an eigenvalue of $C$. If the orthonormal $Z$ itself is used as $X+Y$, or if $X_m^TX_m+Y_m^TY_m$ is normalized to unity after a non-symmetric diagonalization, the poles are right and the residues in general wrong.

\section{The interacting response as a resolvent of $C$}

The same manipulation solves the driven equations. With $\tau=x+y$ and $u=x-y$, the sum and the difference of Eqs.~(\ref{eq:drive1}) and (\ref{eq:drive2}) are
\begin{equation}
zu=(\Delta+4K)\tau+2b,\qquad z\tau=\Delta u .
\end{equation}
The source appears only in the first, because with real orbitals a local potential drives $x$ and $y$ equally. Inserting $u=z\Delta^{-1}\tau$ gives $[z^2\Delta^{-1}-\Delta-4K]\tau=2b$. The bracket equals $\Delta^{-1/2}(z^2-C)\Delta^{-1/2}$, as multiplying out with $C$ from Eq.~(\ref{eq:casida0}) shows, so $\tau=2\Delta^{1/2}(z^2-C)^{-1}\Delta^{1/2}b$. The induced density $2\sum\rho_{ia}\tau_{ia}$ is then $\sum\rho_{ia}\,\chi_{ia,jb}\,b_{jb}$ with
\begin{equation}
\chi(z)=4\Delta^{1/2}(z^2-C)^{-1}\Delta^{1/2}.
\label{eq:chi}
\end{equation}
Two forms of this matrix are needed. Its inverse is a quarter of the bracket above,
\begin{equation}
\chi^{-1}=\tfrac14\big[z^2\Delta^{-1}-\Delta\big]-K=\pi^{-1}-K,
\label{eq:chiinv}
\end{equation}
because $(z^2/\Delta_{ia}-\Delta_{ia})/4=(z^2-\Delta_{ia}^2)/4\Delta_{ia}=1/\pi_{ia}$. Although $\pi$ has poles at $\pm\Delta_{ia}$, $\pi^{-1}$ is a polynomial in $z^2$, so $\chi$ is singular only at $z^2=\Omega_m^2$. Its spectral form follows from $(z^2-C)^{-1}=Z(z^2-\Omega^2)^{-1}Z^T$, which uses the completeness $ZZ^T=1$, and from $\Delta^{1/2}Z_m=T_m\Omega_m^{1/2}$:
\begin{equation}
\chi(z)=\sum_m\frac{4\Omega_m}{z^2-\Omega_m^2}\,T_mT_m^T
=\sum_m(\sqrt2\,T_m)\frac{2\Omega_m}{z^2-\Omega_m^2}(\sqrt2\,T_m)^T .
\label{eq:spectral}
\end{equation}
Only $X+Y$ appears, since both the coupling to the external potential and the induced density involve the real product $\rho_{ia}$. Within a degenerate level the sum of $Z_mZ_m^T$ is a projector and does not depend on the choice of eigenvectors.

\section{The inverse of the dielectric operator}

Let $\hat\chi(\mathbf r,\mathbf r')=\sum\rho_{ia}(\mathbf r)\chi_{ia,jb}\rho_{jb}(\mathbf r')$. The claim is $\varepsilon^{-1}=1+v\hat\chi$, and it is proved by multiplying out for $z^2\notin\{\Delta_{ia}^2,\Omega_m^2\}$:
\begin{equation}
(1-v\chi_0)(1+v\hat\chi)=1+v\,[\hat\chi-\chi_0-\chi_0v\hat\chi].
\end{equation}
In $\chi_0v\hat\chi$ the inner integration joins $\rho_{ia}$, $v$ and $\rho_{jb}$ into $K_{ia,jb}$, so the bracket is the pair-space matrix $\chi-\pi-\pi K\chi$ placed between pair densities. By Eq.~(\ref{eq:chiinv}),
\begin{equation}
\chi-\pi K\chi-\pi=\pi(\pi^{-1}-K)\chi-\pi=\pi-\pi=0 .
\label{eq:push}
\end{equation}
The product in the opposite order leaves $\chi-\chi K\pi-\pi=\chi(\pi^{-1}-K)\pi-\pi=0$, so $1+v\hat\chi$ is a two-sided inverse. The proof nowhere assumes that the $\rho_{ia}$ are linearly independent or that $K$ is invertible. Therefore $W=\varepsilon^{-1}v=v+v\hat\chi v$, and between $\rho_{pq}$ and $\rho_{rs}$
\begin{equation}
W_{pq,rs}=(pq|rs)+\sum_{ia,jb}(pq|ia)\,\chi_{ia,jb}\,(jb|rs).
\label{eq:Wchi}
\end{equation}
Inserting Eq.~(\ref{eq:spectral}) turns $\sum_{ia}(pq|ia)\sqrt2\,T_{ia,m}$ into $w^m_{pq}$ and likewise on the right, which is Eq.~(\ref{eq:result}).

\section{Dielectric matrices}

Computations invert a matrix in an auxiliary basis, and the identity has to hold for that matrix too.

\subsection*{Symmetric form}
The matrix $\mathcal V_{pq,rs}=(pq|rs)$ over all orbital pairs is symmetric and, by the argument of Eq.~(\ref{eq:positive}), positive semidefinite. It therefore factorizes as $\mathcal V=LL^T$, that is $(pq|rs)=\sum_PL_{pq}^PL_{rs}^P$; one choice is the eigenvectors with nonzero eigenvalue scaled by the square roots of the eigenvalues. Let $L_o$ be the $N$ rows that belong to occupied--empty pairs, so $K=L_oL_o^T$. The matrix elements of $W=v+v\chi_0W$ obey $W=LL^T+LL_o^T\pi W_o$, where $W_o$ are the occupied--empty rows of $W$. Trying $W=L\,\tilde\varepsilon^{-1}L^T$, so that $W_o=L_o\tilde\varepsilon^{-1}L^T$, the equation is satisfied if $\tilde\varepsilon^{-1}=1+L_o^T\pi L_o\tilde\varepsilon^{-1}$, which after multiplication by $\tilde\varepsilon$ from the right reads
\begin{equation}
\tilde\varepsilon(z)=1-L_o^T\pi(z)L_o .
\label{eq:epssym}
\end{equation}
The multiplication of the last section is repeated with matrices:
\begin{align}
\tilde\varepsilon\,(1+L_o^T\chi L_o)&=1+L_o^T\chi L_o-L_o^T\pi L_o-L_o^T\pi\,(L_oL_o^T)\,\chi L_o\nonumber\\
&=1+L_o^T[\chi-\pi-\pi K\chi]L_o=1 ,
\label{eq:pushmat}
\end{align}
by Eq.~(\ref{eq:push}). For square matrices a right inverse is the inverse. Hence $L\tilde\varepsilon^{-1}L^T=LL^T+(LL_o^T)\chi(L_oL^T)$, and $LL_o^T$ is the matrix $(pq|ia)$, so this is Eq.~(\ref{eq:Wchi}).

\subsection*{Non-symmetric form with fitting functions}
Let the pair densities be fitted, $\rho_{pq}\approx\sum_Pc_{pq,P}\,f_P$, with the Coulomb metric $J_{PQ}=(f_P|f_Q)$ and $c_{pq,P}=\sum_Q(pq|f_Q)(J^{-1})_{QP}$. With fitted densities $\chi_0$ has the coefficient matrix $c_o^T\pi c_o$ between the $f_P$, and $W=v+v\chi_0W$ taken between $f_P$ and $f_Q$ becomes $W_J=J+Jc_o^T\pi c_oW_J$. So $W_J=\varepsilon_J^{-1}J$ with $\varepsilon_J=1-Jc_o^T\pi c_o$, and the orbital elements are $cW_Jc^T$. Choose $L=cJ^{1/2}$, which factorizes the fitted integrals $cJc^T$. Then
\begin{equation}
J^{1/2}\tilde\varepsilon J^{-1/2}=J^{1/2}\big(1-J^{1/2}c_o^T\pi c_oJ^{1/2}\big)J^{-1/2}=\varepsilon_J ,
\end{equation}
whence $\varepsilon_J^{-1}J=J^{1/2}\tilde\varepsilon^{-1}J^{1/2}$ and $cW_Jc^T=L\tilde\varepsilon^{-1}L^T$. Equation~(\ref{eq:result}) holds exactly, however poor the fit, provided that $K$, $w^m$ and the bare term are all built from the fitted integrals. If exact integrals are used on one side and fitted ones on the other, the difference is the fitting error.

The sum over RPA modes has been shown to equal $\varepsilon^{-1}v$, both for the operator and for the symmetric and fitted dielectric matrices used in computations. What remains is to examine the determinant, the dark modes and removable points, the role of $\eta$ and the limits of the identity, and to test it on a two-transition model and the chloride ion.
